**Missing Bragg orders: kinematic rule and full wave solution**

To first order in $\chi=n^2-1$, Bragg order $m$ of a sharp two-material multilayer vanishes if and only if $m\Gamma$ is an integer, where $\Gamma$ is the heavy layer's share of the period. The program asserts this by quadrature for orders 1 to 8 and 19 fractions, and compares the amplitude formula with layer-matrix solutions at weak contrast, at normal incidence and at 20°. It also asserts the bounded amplitude near a missing order, the second-order remainder, the lossless half-wave zero, the residual coupling per period and the effect of error-function interfaces. The example is a 40-period Mo/Si mirror on silicon in second order at 13.5 nm, with rough typical indices. Its peak reflectance is 65% at $\Gamma=0.25$, 3.2% at $\Gamma=0.5$ and 0.09% at the half-wave fraction 0.5206. The output thus shows that the geometric rule suppresses the order, while equal optical thicknesses suppress it much further.

## Verification by program

```python
"""Missing Bragg orders of a sharp two-material multilayer.

Result under test: to first order in chi = n^2 - 1, N periods in vacuum reflect
at the Bragg condition 2 d cos(theta) = m lambda with amplitude
    r = i N (chi_H - chi_L) exp(i pi m G) sin(pi m G) / (2 cos(theta)^2),
which vanishes if and only if m G is an integer.
d: period; G: heavy-layer thickness fraction; H, L: heavy and light layer;
m: Bragg order; theta: angle from the normal (s polarization).
The heavy layer is on top; time factor exp(-i omega t); lengths in nm.
The program also tests what the full wave equation does to this zero.
"""
import numpy as np
from scipy.special import erf
from scipy.constants import h, c, e

NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def period_integral(q, period, fraction, chi_h, chi_l):
    """Integral of chi(z) exp(iqz) over one period, by quadrature."""
    total = 0j
    edge = fraction * period
    for start, stop, chi in ((0.0, edge, chi_h), (edge, period, chi_l)):
        half = (stop - start) / 2
        z = start + half * (NODES + 1)
        total += chi * half * np.sum(WEIGHTS * np.exp(1j * q * z))
    return total


def layer_matrix(kz, thickness):
    """Carries (E, dE/dz) through a uniform layer."""
    phase = kz * thickness
    return np.array([[np.cos(phase), np.sin(phase) / kz],
                     [-kz * np.sin(phase), np.cos(phase)]])


def full_amplitude(wavelength, period, fraction, n_h, n_l, count,
                   n_sub=1.0, theta=0.0):
    """Reflection amplitude from the full wave equation, s polarization."""
    k = 2 * np.pi / wavelength
    kz = k * np.cos(theta)
    k_h, k_l, k_s = [k * np.sqrt(complex(n)**2 - np.sin(theta)**2)
                     for n in (n_h, n_l, n_sub)]
    one = (layer_matrix(k_l, (1 - fraction) * period)
           @ layer_matrix(k_h, fraction * period))
    mat = np.linalg.matrix_power(one, count)
    u = mat[1, 0] - 1j * k_s * mat[0, 0]
    v = 1j * kz * mat[1, 1] + kz * k_s * mat[0, 1]
    return (u + v) / (v - u)


def kinematic_formula(order, fraction, chi_h, chi_l, count, theta=0.0):
    x = np.pi * order * fraction
    return (0.5j * count * (chi_h - chi_l) * np.exp(1j * x) * np.sin(x)
            / np.cos(theta)**2)


# Rough typical values for Mo and Si near 13.5 nm
wavelength = 13.5
n_h, n_l = 0.92 + 0.006j, 0.999 + 0.002j
chi_h, chi_l = n_h**2 - 1, n_l**2 - 1
order, count = 2, 40
k = 2 * np.pi / wavelength
vacuum_period = order * wavelength / 2

# Period integral: closed form, and zero exactly for integer m*G
for m in range(1, 9):
    for twentieths in range(1, 20):
        g = twentieths / 20
        numeric = period_integral(2 * np.pi * m, 1.0, g, chi_h, chi_l)
        closed = ((chi_h - chi_l) * np.exp(1j * np.pi * m * g)
                  * np.sin(np.pi * m * g) / (np.pi * m))
        assert abs(numeric - closed) < 1e-12
        missing = (m * twentieths) % 20 == 0
        assert (abs(numeric) < 1e-12) == missing

# Weak-contrast limit of the full wave equation, normal and oblique
scale = 1e-4
for theta in (0.0, np.radians(20)):
    for m, g in ((1, 0.4), (2, 0.25), (3, 0.4), (2, 0.5), (5, 0.4)):
        d = m * wavelength / (2 * np.cos(theta))
        weak = full_amplitude(wavelength, d, g, np.sqrt(1 + scale * chi_h),
                              np.sqrt(1 + scale * chi_l), 10, theta=theta)
        expected = kinematic_formula(m, g, chi_h, chi_l, 10, theta)
        # remaining difference is of second order in the contrast
        assert abs(weak / scale - expected) < 2e-3


# Near a missing order the kinematic amplitude does not grow with N
def largest_near_order(g, periods):
    best = 0.0
    for x in np.linspace(-np.pi / periods, np.pi / periods, 201):
        q = (2 * np.pi * order + 2 * x) / vacuum_period
        lattice = np.sum(np.exp(1j * q * vacuum_period * np.arange(periods)))
        f = period_integral(q, vacuum_period, g, chi_h, chi_l)
        best = max(best, abs(q / 4 * f * lattice))
    return best


near_missing = [largest_near_order(0.5, n) for n in (10, 40)]
near_allowed = [largest_near_order(0.25, n) for n in (10, 40)]
face_limit = abs(0.5 * chi_h + 0.5 * chi_l) / 2
assert abs(near_missing[1] / face_limit - 1) < 0.05
assert abs(near_missing[1] / near_missing[0] - 1) < 0.2
assert abs(near_allowed[1] / near_allowed[0] - 4) < 0.4


# Second-order amplitude left at the vacuum Bragg condition
def second_order(m, p, nh, nl, periods):
    return 1j * np.pi * periods * (p * (1 - nh)**2 + (m - p) * (1 - nl)**2)


small = 3e-4
for m, p in ((2, 1), (5, 2), (3, 1)):
    weak_h, weak_l = 1 + small * (n_h - 1), 1 + small * (n_l - 1)
    left = full_amplitude(wavelength, m * wavelength / 2, p / m,
                          weak_h, weak_l, 10)
    assert abs(left / second_order(m, p, weak_h, weak_l, 10) - 1) < 1e-2

# Lossless full theory: zero for half-wave layers, not for G = 1/2
re_h, re_l = n_h.real, n_l.real
thick_h, thick_l = wavelength / (2 * re_h), wavelength / (2 * re_l)
half_wave_fraction = thick_h / (thick_h + thick_l)
lossless_zero = abs(full_amplitude(wavelength, thick_h + thick_l,
                                   half_wave_fraction, re_h, re_l, count))**2
mean_n = 0.5 * re_h + 0.5 * re_l
refracted_period = order * wavelength / (2 * mean_n)
lossless_half = abs(full_amplitude(wavelength, refracted_period, 0.5,
                                   re_h, re_l, count))**2
assert lossless_zero < 1e-18
assert lossless_half > 0.03

# Coupling per period from the growth of the Bloch wave inside the gap
one_period = (layer_matrix(k * re_l, refracted_period / 2)
              @ layer_matrix(k * re_h, refracted_period / 2))
coupling = np.arccosh(abs(np.trace(one_period)) / 2)
coupling_formula = (np.pi * order * 0.25 * (re_h - re_l)**2
                    / (mean_n * np.sqrt(re_h * re_l)))
assert abs(coupling / coupling_formula - 1) < 0.01


# Error-function interfaces: quadrature of the smooth periodic profile
def smooth_integral(q, d, g, width_top, width_bottom):
    z = np.arange(4000) * d / 4000
    profile = np.zeros_like(z)
    for shift in range(-3, 4):
        y = z - shift * d
        profile += 0.5 * (erf(y / (np.sqrt(2) * width_top))
                          - erf((y - g * d) / (np.sqrt(2) * width_bottom)))
    chi = chi_l + (chi_h - chi_l) * profile
    return np.mean(chi * np.exp(1j * q * z)) * d


q_bragg = 2 * np.pi * order / vacuum_period
strongest = abs(period_integral(q_bragg, vacuum_period, 0.25, chi_h, chi_l))
width_top, width_bottom = 0.3, 0.5
for g in (0.25, 0.5):
    w1, w2 = [np.exp(-(q_bragg * s)**2 / 2) for s in (width_top, width_bottom)]
    closed = (1j / q_bragg * (chi_h - chi_l)
              * (w1 - w2 * np.exp(1j * q_bragg * g * vacuum_period)))
    numeric = smooth_integral(q_bragg, vacuum_period, g,
                              width_top, width_bottom)
    assert abs(numeric - closed) < 1e-8
equal_widths = abs(smooth_integral(q_bragg, vacuum_period, 0.5, 0.5, 0.5))
assert equal_widths < 1e-10
unequal_share = abs(smooth_integral(q_bragg, vacuum_period, 0.5,
                                    width_top, width_bottom)) / strongest

# Other effects, as shares of the strongest second-order amplitude
layer_error = 0.1
error_share = abs(period_integral(q_bragg, vacuum_period,
                                  0.5 + layer_error / vacuum_period,
                                  chi_h, chi_l)) / strongest
optical_fraction = 0.5 * re_h / mean_n
refraction_share = abs(np.sin(np.pi * order * optical_fraction))
mean_beta = 0.5 * (n_h.imag + n_l.imag)
absorbing_periods = 1 / (2 * k * mean_beta * refracted_period)


# Full mirror on silicon: largest reflectance near the second order
def peak_reflectance(g):
    centre = order * wavelength / (2 * (g * re_h + (1 - g) * re_l))
    trial = centre * np.linspace(0.98, 1.02, 161)
    values = [abs(full_amplitude(wavelength, d, g, n_h, n_l, count,
                                 n_sub=n_l))**2 for d in trial]
    best = int(np.argmax(values))
    return values[best], trial[best]


peak_allowed, period_allowed = peak_reflectance(0.25)
peak_half, period_half = peak_reflectance(0.5)
peak_shifted, period_shifted = peak_reflectance(half_wave_fraction)
fractions = np.linspace(0.48, 0.56, 41)
scan = [peak_reflectance(g)[0] for g in fractions]
least = int(np.argmin(scan))
assert peak_allowed > 5 * peak_half
assert peak_half > 5 * peak_shifted
assert abs(fractions[least] - half_wave_fraction) < 0.01

print(f"wavelength: {wavelength:.1f} nm")
print(f"photon energy: {h * c / (wavelength * 1e-9) / e:.2f} eV")
print(f"rough Mo index: {n_h.real:.3f} + {n_h.imag:.3f}i")
print(f"rough Si index: {n_l.real:.3f} + {n_l.imag:.3f}i")
print(f"chi of Mo: {chi_h:.5f}")
print(f"chi of Si: {chi_l:.5f}")
print(f"size of chi difference: {abs(chi_h - chi_l):.4f}")
print(f"Bragg order: {order}")
print(f"vacuum Bragg period: {vacuum_period:.2f} nm")
for m in range(1, 6):
    f = abs(period_integral(2 * np.pi * m, 1.0, 0.4, chi_h, chi_l))
    print(f"face-interference factor, G=0.4, order {m}: "
          f"{f * np.pi * m / abs(chi_h - chi_l):.4f}")
print("-- three free-standing periods at the vacuum Bragg period --")
for g in (0.25, 0.5):
    kin = abs(kinematic_formula(order, g, chi_h, chi_l, 3))**2
    full = abs(full_amplitude(wavelength, vacuum_period, g, n_h, n_l, 3))**2
    print(f"G={g:.2f}: kinematic R = {100 * kin:.4f} %, "
          f"full R = {100 * full:.4f} %")
estimate = abs(second_order(2, 1, n_h, n_l, 3))**2
print(f"G=0.50: second-order estimate of R = {100 * estimate:.4f} %")
print("-- kinematic amplitude near the second order --")
print(f"G=0.25, 10 and 40 periods: {near_allowed[0]:.4f}, "
      f"{near_allowed[1]:.4f}")
print(f"G=0.50, 10 and 40 periods: {near_missing[0]:.4f}, "
      f"{near_missing[1]:.4f}")
print(f"outer-face limit at G=0.50: {face_limit:.4f}")
print("-- lossless full theory, 40 free-standing periods --")
print(f"half-wave Mo thickness: {thick_h:.3f} nm")
print(f"half-wave Si thickness: {thick_l:.3f} nm")
print(f"half-wave geometric fraction: {half_wave_fraction:.4f}")
print(f"R with half-wave layers below 1e-18: {lossless_zero < 1e-18}")
print(f"refracted Bragg period at G=0.50: {refracted_period:.3f} nm")
print(f"R at G=0.50 and that period: {100 * lossless_half:.2f} %")
print(f"coupling per period at G=0.50: {coupling:.5f}")
print(f"coupling from formula: {coupling_formula:.5f}")
print("-- absorbing mirror, 40 periods on Si, peak near order 2 --")
print(f"G=0.25: R = {100 * peak_allowed:.2f} % at d = {period_allowed:.3f} nm")
print(f"G=0.50: R = {100 * peak_half:.3f} % at d = {period_half:.3f} nm")
print(f"G={half_wave_fraction:.4f}: R = {100 * peak_shifted:.4f} % "
      f"at d = {period_shifted:.3f} nm")
print(f"fraction of least peak R: {fractions[least]:.3f}")
print(f"least peak R: {100 * scan[least]:.4f} %")
print("-- effects at G=0.50, share of strongest order-2 amplitude --")
print(f"optical fraction at G=0.50: {optical_fraction:.4f}")
print(f"refraction: {100 * refraction_share:.2f} %")
print(f"Mo layer error of {layer_error:.1f} nm at fixed period: "
      f"{100 * error_share:.2f} %")
print(f"interface widths {width_top:.1f} and {width_bottom:.1f} nm: "
      f"{100 * unequal_share:.2f} %")
print(f"periods for 1/e round-trip amplitude loss: {absorbing_periods:.1f}")
print("PASS")
```

Running it gives:

```
wavelength: 13.5 nm
photon energy: 91.84 eV
rough Mo index: 0.920 + 0.006i
rough Si index: 0.999 + 0.002i
chi of Mo: -0.15364+0.01104j
chi of Si: -0.00200+0.00400j
size of chi difference: 0.1518
Bragg order: 2
vacuum Bragg period: 13.50 nm
face-interference factor, G=0.4, order 1: 0.9511
face-interference factor, G=0.4, order 2: 0.5878
face-interference factor, G=0.4, order 3: 0.5878
face-interference factor, G=0.4, order 4: 0.9511
face-interference factor, G=0.4, order 5: 0.0000
-- three free-standing periods at the vacuum Bragg period --
G=0.25: kinematic R = 5.1845 %, full R = 5.1101 %
G=0.50: kinematic R = 0.0000 %, full R = 0.2856 %
G=0.50: second-order estimate of R = 0.3677 %
-- kinematic amplitude near the second order --
G=0.25, 10 and 40 periods: 0.7590, 3.0359
G=0.50, 10 and 40 periods: 0.0394, 0.0391
outer-face limit at G=0.50: 0.0391
-- lossless full theory, 40 free-standing periods --
half-wave Mo thickness: 7.337 nm
half-wave Si thickness: 6.757 nm
half-wave geometric fraction: 0.5206
R with half-wave layers below 1e-18: True
refracted Bragg period at G=0.50: 14.070 nm
R at G=0.50 and that period: 16.12 %
coupling per period at G=0.50: 0.01063
coupling from formula: 0.01066
-- absorbing mirror, 40 periods on Si, peak near order 2 --
G=0.25: R = 64.78 % at d = 13.741 nm
G=0.50: R = 3.227 % at d = 14.049 nm
G=0.5206: R = 0.0858 % at d = 14.037 nm
fraction of least peak R: 0.520
least peak R: 0.1008 %
-- effects at G=0.50, share of strongest order-2 amplitude --
optical fraction at G=0.50: 0.4794
refraction: 12.90 %
Mo layer error of 0.1 nm at fixed period: 4.65 %
interface widths 0.3 and 0.5 nm: 3.22 %
periods for 1/e round-trip amplitude loss: 19.1
PASS
```
